# Continuous Transitions: One Real Irreducible Order Parameter and Its Isotropy Subgroup

## Definitions and the statement

Let $x$ be a real vector listing all distortions of a symmetric state, which sits at $x=0$. Rigid translations and rotations of a free molecule, and rigid translations of a crystal, are left out of $x$: they cost no energy at any value of the control parameter and would lie in the kernel of the Hessian throughout. A finite group $G$ acts on it by real orthogonal matrices $D(g)$. For a molecule $G$ is a point group. For a crystal it is the space group acting on a finite periodic cell, so incommensurate order is not covered.

The mean-field free energy $F(x;t)$ is smooth, depends on one control parameter $t$, and is invariant: $F(D(g)x;t)=F(x;t)$. Its gradient is $\nabla F$ and its Hessian is $H(x;t)$, with $H(t)=H(0;t)$. The origin follows the symmetric stationary state, so $\nabla F(0;t)=0$. The algebra is in atomic units; numbers are in eV and Å.

The transition at $t_c$ is **continuous** if, within some fixed ball around the origin, $x=0$ is the minimizer for $t>t_c$, while for $t<t_c$ the minimizers are nonzero states $x(t)$ with $x(t)\to0$ as $t\to t_c$. They are assumed to have lost some symmetry. The stabilizer of a vector is

$$\mathrm{Stab}(x)=\{g\in G: D(g)x=x\}.$$

It is the symmetry group $L$ of the state $x$. A group that is the stabilizer of some vector of a representation is called an isotropy subgroup of it.

A representation is **physically irreducible** if its real space has no invariant subspace except zero and itself. A complex conjugate pair of complex representations can thus count as one.

Let $V=\ker H(t_c)$ be the critical space, $P$ the orthogonal projector onto it, $Q=1-P$, and $\eta=Px=rn$ the order parameter, with $r>0$ and $|n|=1$. The result has two parts.

1. Without additional tuning, $V$ carries one nontrivial physically irreducible representation, and this representation has no cubic invariant.
2. Near the transition, $L=\mathrm{Stab}(x)=\mathrm{Stab}(\eta)=\mathrm{Stab}(n)$.

"Without additional tuning" is essential: a second parameter can make two representations critical together. "Direction" means the vector $n$, not its line, because an operation that turns $n$ into $-n$ changes the state.

Two facts serve both derivations. Differentiating the invariance of $F$ once gives $\nabla F(D(g)x)=D(g)\nabla F(x)$. Differentiating again at $x=0$ gives $D(g)H=HD(g)$. Hence $V$ is an invariant subspace, and $P$ commutes with every $D(g)$.

Secondly, on a physically irreducible space a symmetric matrix $A$ that commutes with the group is a multiple of the identity, since each eigenspace of $A$ is invariant and must be the whole space. The space therefore has one quadratic invariant, $|\eta|^2$. A reducible space has at least two, the squared lengths of its orthogonal invariant parts. Counting invariants with the character $\chi$ gives the criterion

$$\frac1{|G|}\sum_g\frac{\chi(g)^2+\chi(g^2)}2=1,$$

because the fraction is the trace of $g$ on quadratic forms, and the group average of a trace is the dimension of the invariant subspace.

## First derivation: blocks of the Hessian and a reduced free energy

**A mode must soften.** If $H(t_c)$ were invertible, the implicit function theorem would give one stationary state near $x=0$ for $t$ near $t_c$, namely $x=0$ itself. The states $x(t)$ contradict this, so $\det H(t_c)=0$.

**What softens.** Split the distortion space into physically irreducible spaces and collect equivalent copies. A matrix that commutes with $G$ and maps one irreducible space to another has invariant kernel and image, so it is zero or invertible. Inequivalent spaces are therefore not coupled by $H$.

Between equivalent copies, the possible couplings form a finite-dimensional real algebra in which every nonzero element is invertible. By Frobenius' theorem it is the real numbers, the complex numbers or the quaternions, with real dimension $\delta=1,2,4$. For a coupling $c$, the matrix $c^Tc$ is symmetric and commutes with $G$, hence is a positive number, so transposition acts as conjugation. With $m$ copies, $H$ thus reduces to an $m\times m$ Hermitian matrix $h$ over that algebra. Each eigenvalue of $h$ belongs to one full irreducible space.

One zero eigenvalue is one condition, which the single parameter $t$ can meet. Zeros in two inequivalent representations are two conditions. For two copies of the same representation, write

$$h=\begin{pmatrix}p&w\\ \bar w&s'\end{pmatrix},\qquad \lambda_\pm=\frac{p+s'}2\pm\sqrt{\frac{(p-s')^2}4+|w|^2}.$$

Both eigenvalues vanish only if their sum $p+s'$ and the square root both vanish, that is exactly when $p=s'=0$ and $w=0$, which is $2+\delta\ge3$ conditions. With more copies the same count applies to the two levels that meet. A path with one parameter can avoid these coincidences by a small symmetric change of $F$, so $V$ is generically one irreducible space.

**Elimination of the other distortions.** Write $x=\eta+\zeta$ with $\zeta=Qx$ and solve $Q\nabla F(\eta+\zeta;t)=0$. The derivative with respect to $\zeta$ at the transition is $QHQ$, which is invertible on the complement of $V$. There is therefore a unique small solution $\zeta=\varphi(\eta,t)$. Applying $D(g)$ to the equation shows that $D(g)\varphi(\eta,t)$ solves it for $D(g)\eta$, so uniqueness gives

$$\varphi(D(g)\eta,t)=D(g)\varphi(\eta,t).$$

If $D(g)\eta=\eta$, then $D(g)\varphi=\varphi$ and hence $D(g)x=x$. Conversely, $D(g)x=x$ gives $D(g)\eta=PD(g)x=\eta$. So $\mathrm{Stab}(x)=\mathrm{Stab}(\eta)$, which equals $\mathrm{Stab}(n)$ since $r>0$. This is part 2: secondary distortions accompany the order parameter but remove no further symmetry. If $V$ were the trivial representation, $\mathrm{Stab}(\eta)$ would be $G$ and no symmetry would be lost. So $V$ is nontrivial.

**The cubic term.** Inserting $\varphi$ into $F$ gives an invariant function of $\eta$. Its quadratic part is a multiple of $r^2$, so

$$F=F_0+\frac a2r^2+C(n)r^3+B(n)r^4+\dots,\qquad a(t_c)=0,$$

with $a$ taken to increase through zero with $t$. Since $C(-n)=-C(n)$, a nonzero $C$ is negative for some $n$. Then $x=0$ is not a minimum at $a=0$, and the transition is not continuous. Where the group allows a cubic invariant, its coefficient would have to be tuned to zero, so part 1 requires that there be none.

What happens instead is seen along the best direction, with $c,b>0$:

$$F-F_0=r^2\left(\frac a2-cr+br^2\right).$$

As $a$ falls, a second minimum reaches $F_0$ when the bracket has a double root, $c^2=2ab$. Thus $a_t=c^2/(2b)$ and $r_t=c/(2b)$: the order parameter jumps while $x=0$ is still locally stable. For the two-dimensional representation of $C_{3v}$, which has one cubic invariant, $c=0.4$ eV/Å³ and $b=1.0$ eV/Å⁴ give $a_t=0.16/2=0.08$ eV/Å² and $r_t=0.4/2=0.2$ Å. A search over a two-dimensional grid reproduces both.

**The direction.** Let $C=0$ and $\min B>0$. For $a<0$, leading order gives

$$ar+4Br^3=0,\qquad r^2=-\frac a{4B},\qquad F-F_0=-\frac{a^2}{8B}+\frac{a^2}{16B}=-\frac{a^2}{16B}.$$

The smallest $B(n)$ wins. If $V$ is one-dimensional, the only directions are $n=\pm1$, which an element of $G$ exchanges, so there is nothing to select. If $V$ has dimension two or more and $B$ is constant, higher orders decide; if $\min B<0$, the transition is again discontinuous.

Suppose $n_0$ is a nondegenerate minimum of $B$. Setting $r=\sqrt{-a}\,\rho$ gives $F-F_0=a^2[-\rho^2/2+B(n)\rho^4+O(\sqrt{-a})]$. The nondegenerate minimum of the bracket persists as a unique nearby minimum with direction $n(t)$. An element of $\mathrm{Stab}(n_0)$ maps it to a nearby minimum, hence to itself. Any other element moves $n_0$ by a finite distance and cannot fix $n(t)$ close to it. So $L=\mathrm{Stab}(n_0)$ throughout a neighbourhood below the transition.

## Second derivation: comparing states directly

This derivation uses neither the block form of $H$ nor a reduced free energy.

**The limiting direction is critical.** Choose a sequence $t\to t_c$ along which $x(t)/|x(t)|$ converges to a unit vector $e$. Stationarity gives

$$0=\frac{\nabla F(x;t)}{|x|}=H(t)\frac x{|x|}+O(|x|)\ \longrightarrow\ H(t_c)e=0.$$

So $V$ is not zero, and the distortion starts inside it.

**A reducible critical space can be split.** Suppose $V=V_1\oplus V_2$, with orthogonal invariant parts and projectors $P_1,P_2$. For any small $\epsilon$,

$$F_\epsilon(x;t)=F(x;t)+\frac\epsilon2|P_1x|^2$$

has the same symmetry. At $t_c$ it changes the Hessian on $V_1$ from $0$ to $\epsilon$ and leaves it $0$ on $V_2$. For $\epsilon>0$ the critical space at $t_c$ is $V_2$ alone. A reducible critical space is thus an accident that an arbitrarily weak symmetric term removes.

An irreducible $V$ cannot be split in this way. Under a small symmetric perturbation, the spectral subspace that grows out of $V$ deforms continuously. Its character is continuous, and since a finite group has a discrete set of characters in a given dimension, it is unchanged. The subspace remains irreducible, and the perturbed Hessian on it is one number times the identity. If the original number crosses zero with nonzero slope, the perturbed one also crosses zero, at a slightly shifted $t$.

**No cubic term.** For $t>t_c$, $F(x;t)\ge F(0;t)$ in the fixed ball, and by continuity this holds at $t_c$. For $v\in V$ the linear and quadratic terms vanish there, so

$$0\le F(\sigma v;t_c)-F(0;t_c)=\sigma^3C(v)+O(\sigma^4)$$

for small $\sigma$ of both signs. Hence $C(v)=0$. If $V$ had a cubic invariant $I(v)$, adding $\epsilon I(Px)$ would restore a nonzero $C$ and destroy continuity. A transition that stays continuous under weak symmetric changes has no such invariant. This is the same $C$ as before: at $t_c$ the eliminated part is $\varphi=O(r^2)$, and since $H\eta=0$ it enters $F$ at order $r^4$.

**Equal order parameters mean equal states.** At $t_c$ the origin is a minimum, so $H(t_c)$ has no negative eigenvalue, and it is positive on the complement of $V$. By continuity there are a constant $\mu>0$ and a ball around the origin in which

$$y\cdot H(x;t)y\ge\mu|y|^2\qquad\text{if }Py=0,$$

for $t$ near $t_c$. Let $x$ be an equilibrium state in this ball and let $g$ fix $\eta=Px$. Then $x'=D(g)x$ is also stationary and lies in the ball. With $y=x'-x$, $Py=D(g)\eta-\eta=0$. Integrating the Hessian along the segment from $x$ to $x'$ gives

$$0=y\cdot[\nabla F(x')-\nabla F(x)]=\int_0^1y\cdot H(x+\sigma y;t)\,y\,d\sigma\ge\mu|y|^2.$$

Therefore $y=0$, and $g$ fixes $x$. The converse follows by applying $P$ to $D(g)x=x$. Again $\mathrm{Stab}(x)=\mathrm{Stab}(\eta)=\mathrm{Stab}(n)$. Since $L\ne G$, the vector $\eta$ is not invariant, and $V$ is nontrivial.

## A model in which one representation gives two different groups

A central ion with planar displacement $u$ is joined by springs $k$ to four ligands at $R_i$, a distance $d$ away along $\pm x$ and $\pm y$. Ligand $i$ moves by $v_i$ and is tethered with stiffness $K$. The energy is

$$W=\frac\kappa2u^2+\frac\beta4u^4+g\,u_x^2u_y^2+\sum_i\left[\frac K2v_i^2+\frac k2(|R_i+v_i-u|-d)^2\right].$$

The group is $C_{4v}$, with eight elements, and $u$ transforms as its representation $E$. The parameters are $k=K=4$ eV/Å², $d=2$ Å and $\beta=4$ eV/Å⁴; $\kappa$ is the control parameter.

**Eliminating the ligands.** Fix $u$ and write $R_i-u=\rho_ie_i$ with $|e_i|=1$. For a given spring length $\ell$, the shortest $v_i$ lies along $e_i$, with $|v_i|=|\ell-\rho_i|$. Minimizing $K(\ell-\rho_i)^2/2+k(\ell-d)^2/2$ gives, with $s=k/(k+K)$,

$$\ell-\rho_i=-s(\rho_i-d),\qquad \ell-d=(1-s)(\rho_i-d).$$

The energy is $q(\rho_i-d)^2/2$ with $q=Ks^2+k(1-s)^2=kK/(k+K)=2$ eV/Å², as for two springs in series. For the ligand on $+x$,

$$\rho-d=-u_x+\frac{u_y^2}{2d}+\frac{u_xu_y^2}{2d^2}+O(u^4).$$

Squaring and adding the ligand on $-x$, for which $u_x\to-u_x$, cancels the odd terms and leaves $2u_x^2+u_y^4/(2d^2)-2u_x^2u_y^2/d^2$. The other pair has $x$ and $y$ exchanged. Multiplying the total by $q/2$ gives

$$qu^2+\frac q{4d^2}(u_x^4+u_y^4-8u_x^2u_y^2).$$

With $u=|u|(\cos\theta,\sin\theta)$ and $u_x^2u_y^2=|u|^4\sin^2(2\theta)/4$, one finds $a=\kappa+2q$ and

$$B(\theta)=\frac\beta4+\frac q{4d^2}\left(1-\frac52\sin^22\theta\right)+\frac g4\sin^22\theta.$$

These $a$ and $B$ refer to $|u|$ in place of $r=|Px|$. At first order the ligands on $\pm x$ move by $su_x$ along $x$ and those on $\pm y$ by $su_y$ along $y$, so $r=\sqrt{1+2s^2}\,|u|$ to leading order. In terms of $r$, $a$ is divided by $1+2s^2$ and $B$ by $(1+2s^2)^2$, which changes neither the selected direction nor $a^2/(16B)$. So $\kappa_c=-2q=-4$ eV/Å² ($-0.0412$ hartree/bohr²). Here $q/(4d^2)=0.125$ eV/Å⁴. On an axis $B=1+0.125=1.125$ eV/Å⁴ for any $g$. On a diagonal $B=1-0.1875=0.8125$ eV/Å⁴ for $g=0$, and $0.8125+0.625=1.4375$ eV/Å⁴ for $g=2.5$ eV/Å⁴. The first case selects a diagonal, the second an axis.

**Below the transition.** At $\kappa_c-\kappa=0.04$ eV/Å² the leading-order formulas give

- for $g=0$: $|u|=\sqrt{0.04/(4\times0.8125)}=0.1109$ Å (0.210 bohr), and a gain of $-0.04^2/(16\times0.8125)=-1.231\times10^{-4}$ eV;
- for $g=2.5$ eV/Å⁴: $|u|=\sqrt{0.04/(4\times1.125)}=0.0943$ Å, and a gain of $-8.89\times10^{-5}$ eV.

Minimization over all ten coordinates from random starts agrees with these digits. The stabilizers of the full configurations are $\{E,m(y=x)\}$ and $\{E,m(y=0)\}$, the same as those of the order-parameter vectors. Each case has $8/2=4$ domains. The group preserving the line of $u$ has order 4, not 2, which shows why the vector must be used.

**Secondary distortions.** From $v_i=-s(\rho_i-d)e_i$, the ligand on $+x$ moves to second order by

$$v_x=su_x-\frac{su_y^2}{2d},\qquad v_y=-\frac{su_xu_y}d.$$

The others follow by symmetry. The outward displacements are $\pm su_x-su_y^2/(2d)$ for the ligands on $\pm x$ and $\pm su_y-su_x^2/(2d)$ for those on $\pm y$. Take normalized patterns in which each ligand has weight $1/2$: $A_1$, all four outward; $B_1$, outward on $\pm x$ and inward on $\pm y$; $B_2$, the ligands on $+x,+y,-x,-y$ displaced along $+y,+x,-y,-x$, along each of which the displacement is $-su_xu_y/d$. Projecting on these patterns gives

$$A_1:-\frac{su^2}{2d},\qquad B_1:\frac{s(u_x^2-u_y^2)}{2d},\qquad B_2:-\frac{2su_xu_y}d.$$

For the diagonal state these are $-0.00154$, $0$ and $-0.00308$ Å; the full minimum has $-0.00154$, $0$ and $-0.00307$ Å. The mirror $y=x$ preserves $A_1$ and $B_2$ but reverses $B_1$, so the allowed distortions appear and the forbidden one does not.

**Which groups are possible.** A subgroup $J$ is an isotropy subgroup if and only if every larger subgroup fixes a smaller space. If a larger one fixed the same space, no vector would have stabilizer $J$. If all fix smaller spaces, these finitely many proper subspaces do not fill the space fixed by $J$, and a vector outside them has stabilizer $J$. For $E$ of $C_{4v}$ this leaves 6 of the 10 subgroups: $C_{4v}$, the four mirror groups and the trivial group. The twofold rotation alone is excluded because it fixes only $u=0$. The trivial group is allowed by symmetry but not selected at fourth order here, since $B$ is linear in $\sin^22\theta$. At $g=5q/(2d^2)=1.25$ eV/Å⁴ fourth order selects no direction. Close to this value higher orders decide, and the trivial group can then occur: at $\kappa_c-\kappa=0.04$ eV/Å² axis and diagonal have equal energy at $g=1.249$ eV/Å⁴, and a direction near $22.5^\circ$ lies lower by about $4\times10^{-11}$ eV. This is an eighth-order effect, so its range of $g$ shrinks to the single point as $\kappa\to\kappa_c$.

The numerical check also tests 200 random symmetric Hessian paths, each of which first becomes singular in one irreducible space, and examples of the complex and quaternionic types.

## What each derivation assumes

Both derivations assume a finite group, a smooth mean-field free energy and the absence of additional tuning. Critical fluctuations can invalidate the expansion, and a symmetry of $F$ larger than $G$ can enforce degeneracies that $G$ alone does not explain. If the larger group is finite, it replaces $G$. If it is continuous, the steps that use a finite group do not carry over as written. Spin rotation is an example: at the restricted Hartree–Fock instability of stretched H₂ the three triplet components soften together, although the point-group representation is one-dimensional.

They express genericity differently. The first counts conditions and needs the classification of commuting matrices; in return it says how many parameters a coincidence costs. The second needs only a symmetric perturbation that separates the coincident parts, but gives no such count.

They also treat the secondary distortions differently. The elimination in the first requires the noncritical Hessian to be invertible, so its symmetry statement also holds when the symmetric state is already unstable along some noncritical distortion. The second requires that Hessian to be positive, which holds at a transition between stable states, and avoids constructing $\varphi$. It identifies $L$ once $n$ is known but does not find $n$. The selection of $n$, the size of the distortion and the energy gain come from the reduced free energy of the first.

## Numbers as computed

```
springs k, K = 4.0, 4.0 eV/A^2; distance d = 2.0 A
beta = 4.0 eV/A^4; series stiffness q = 2.000 eV/A^2; s = 0.500
critical kappa = -4.000000 eV/A^2 = -0.041163 Eh/bohr^2
Hessian levels at critical kappa (eV/A^2): 0.000 0.000 4.000 4.000 4.000 4.000 8.000 8.000 12.000 12.000
critical space: dimension 2, quadratic invariants 1, cubic 0, quartic 2
random paths: 200, all with one irreducible kernel; dimension 1: 109, dimension 2: 91
rotations C4 only: single levels 4, double levels 3
quaternion group: one level of dimension 4
C4v subgroups: 10; isotropy subgroups of E: 6
g = 0.0 eV/A^4: B(axis) = 1.1250, B(diagonal) = 0.8125 eV/A^4
  kappa_c - kappa = 0.04 eV/A^2
    |u| = 0.110925 A (formula 0.110940 A), angle 45.00 deg
    energy gain = -1.23055e-04 eV (formula -1.23077e-04 eV)
    minimum A1, B1, B2 = -0.001543, 0.000000, -0.003074 A
    formula A1, B1, B2 = -0.001538, 0.000000, -0.003076 A
    remaining E distortion = 1.154e-04 A
  kappa_c - kappa = 0.01 eV/A^2
    |u| = 0.055468 A (formula 0.055470 A), angle 45.00 deg
    energy gain = -7.69197e-06 eV (formula -7.69231e-06 eV)
    minimum A1, B1, B2 = -0.000385, 0.000000, -0.000769 A
    formula A1, B1, B2 = -0.000385, 0.000000, -0.000769 A
    remaining E distortion = 1.444e-05 A
  L = {E, m(y=x)}, domains 4, order of line group 4
g = 2.5 eV/A^4: B(axis) = 1.1250, B(diagonal) = 1.4375 eV/A^4
  kappa_c - kappa = 0.04 eV/A^2
    |u| = 0.094290 A (formula 0.094281 A), angle 0.00 deg
    energy gain = -8.88999e-05 eV (formula -8.88889e-05 eV)
    minimum A1, B1, B2 = -0.001109, 0.001109, 0.000000 A
    formula A1, B1, B2 = -0.001111, 0.001111, 0.000000 A
    remaining E distortion = 7.397e-05 A
  kappa_c - kappa = 0.01 eV/A^2
    |u| = 0.047142 A (formula 0.047140 A), angle 0.00 deg
    energy gain = -5.55573e-06 eV (formula -5.55556e-06 eV)
    minimum A1, B1, B2 = -0.000278, 0.000278, 0.000000 A
    formula A1, B1, B2 = -0.000278, 0.000278, 0.000000 A
    remaining E distortion = 9.256e-06 A
  L = {E, m(y=0)}, domains 4, order of line group 4
main displacement, g = 0, depth 0.04: 0.110925 A = 0.209618 bohr
C3v, E: cubic invariants 1; c = 0.4 eV/A^3, b = 1.0 eV/A^4
  jump at a = 0.08000 eV/A^2, order parameter jumps to 0.200 A
```
